# Why point-nucleus first-order perturbation theory overestimates field shifts in lead

## The argument under review

The argument concerns the field shift of an s level in lead: the change of the level energy when the nuclear charge radius changes from one isotope to another. It runs as follows.

"The potential of a finite nucleus differs from that of a point charge only inside the nuclear radius $R$, about $7\times10^{-5}$ Å. The resulting energy is less than a thousandth of the 1s binding energy, so the perturbation is weak. First-order perturbation theory with the Dirac functions of a point nucleus is therefore accurate, and any remaining error must vanish as $R\to0$. The field shift is the difference of two such first-order energies."

The premise about the energy is correct. The question is whether the accuracy of the first-order formula follows from it. That formula needs the orbital inside the nucleus, and a small energy shift does not by itself guarantee that the orbital there is nearly unchanged.

## Setting and an exact expression for the shift

I use atomic units in the algebra, with $c$ the speed of light and $\zeta=Z/c<1$. Energies exclude the rest energy. The nucleus is static and spherical; recoil, quantum-electrodynamic corrections and nuclear polarization are left out. An s electron has radial functions $P$ (large) and $Q$ (small), normalized by $\int_0^\infty(P^2+Q^2)\,dr=1$, which obey

$$P'=\frac{P}{r}+\frac{E-V+2c^2}{c}\,Q,\qquad Q'=-\frac{Q}{r}-\frac{E-V}{c}\,P. \tag{1}$$

Let $P_0,Q_0,E_0$ belong to the point potential $V_0$, and $P,Q,E$ to the finite-nucleus potential $V$. Define $W=P_0Q-Q_0P$. Its derivative has four parts:

$$\begin{aligned}
P_0'Q&=\frac{P_0Q}{r}+\frac{E_0-V_0+2c^2}{c}Q_0Q,\\
P_0Q'&=-\frac{P_0Q}{r}-\frac{E-V}{c}P_0P,\\
-Q_0'P&=\frac{Q_0P}{r}+\frac{E_0-V_0}{c}P_0P,\\
-Q_0P'&=-\frac{Q_0P}{r}-\frac{E-V+2c^2}{c}Q_0Q.
\end{aligned}$$

In the sum the $1/r$ terms and the $2c^2$ terms cancel. With $\Delta E=E-E_0$,

$$W'=\frac{V-V_0-\Delta E}{c}\,(P_0P+Q_0Q). \tag{2}$$

$W$ vanishes at the origin, where all four functions vanish, and at infinity, where bound functions decay. Integrating (2) over all $r$ therefore gives

$$\Delta E=\frac{\int_0^R(V-V_0)(P_0P+Q_0Q)\,dr}{\int_0^\infty(P_0P+Q_0Q)\,dr}. \tag{3}$$

The upper limit in the numerator is $R$ because the potentials coincide outside. First-order theory replaces $P,Q$ by $P_0,Q_0$:

$$E_1=\int_0^R(V-V_0)(P_0^2+Q_0^2)\,dr. \tag{4}$$

The denominator of (3) tends to one for a small nucleus, since the orbitals then agree over nearly all space. The numerator, however, samples only the interior, so its accuracy depends on the orbital there.

## The first-order energy for a small nucleus

Near a point nucleus $V_0=-Z/r$ dominates both $E$ and $2c^2$, and (1) becomes

$$rP'=P+\zeta Q,\qquad rQ'=-Q-\zeta P .$$

Put $P=r^s$ and $Q=q\,r^s$. Then $s-1=\zeta q$ and $(s+1)q=-\zeta$. Eliminating $q$ gives $s^2-1=-\zeta^2$, so $s=\pm\gamma$ with $\gamma=\sqrt{1-\zeta^2}$. The corresponding ratios $Q/P$ are

$$q_+=\frac{\gamma-1}{\zeta},\qquad q_-=-\frac{\gamma+1}{\zeta}. \tag{5}$$

The point-nucleus orbital is the regular solution, $P_0=a_0r^\gamma$ and $Q_0=q_+P_0$.

For the finite nucleus I take a uniformly charged sphere. The inward force on the electron at $r<R$ is $Zr/R^3$, and the potential must equal $-Z/R$ at the surface. With $x=r/R$ this gives

$$V=-\frac{Z}{R}\,u(x),\qquad u(x)=\frac{3-x^2}{2}.$$

Inside, $V-V_0=(Z/R)(1/x-u)$, which is positive: the finite nucleus binds less strongly. Inserting this and $dr=R\,dx$ in (4),

$$E_1=Za_0^2R^{2\gamma}K_1,\qquad
K_1=(1+q_+^2)\int_0^1x^{2\gamma}\left(\frac1x-\frac32+\frac{x^2}{2}\right)dx .$$

With $n=2\gamma$ the integral is

$$\frac1n-\frac{3}{2(n+1)}+\frac1{2(n+3)}
=\frac{2(n+1)(n+3)-3n(n+3)+n(n+1)}{2n(n+1)(n+3)} .$$

The $n^2$ and $n$ terms in the numerator cancel and 6 remains. Hence

$$K_1=\frac{3(1+q_+^2)}{2\gamma(2\gamma+1)(2\gamma+3)}. \tag{6}$$

## The full energy in the same limit

Inside a sufficiently small nucleus, $E$ and $2c^2$ are again negligible beside $V$. Comparing $2c^2$ with $Z/R$ shows that this requires $cR\ll\zeta$. Equations (1), multiplied by $R$, become

$$\frac{dP}{dx}=\frac Px+\zeta uQ,\qquad \frac{dQ}{dx}=-\frac Qx-\zeta uP .$$

For $\eta=Q/P$ one has $d\eta/dx=(dQ/dx)/P-\eta\,(dP/dx)/P$, so

$$\frac{d\eta}{dx}=-\frac{2\eta}{x}-\zeta u(1+\eta^2),\qquad \eta(0)=0. \tag{7}$$

The radius has disappeared. Shrinking the nucleus shortens the path through it but deepens the potential in proportion. The surface value $\eta_s=\eta(1)$ depends on $\zeta$ and the charge shape, not on $R$.

Outside, the solution contains both powers of $r$:

$$P=a\left(r^\gamma+bR^{2\gamma}r^{-\gamma}\right),\qquad
Q=a\left(q_+r^\gamma+q_-bR^{2\gamma}r^{-\gamma}\right).$$

At $r=R$ this gives $\eta_s=(q_++bq_-)/(1+b)$. Solving for $b$,

$$b=\frac{\eta_s-q_+}{q_--\eta_s}. \tag{8}$$

To obtain the energy, integrate (2) from $R$ to infinity, where $V=V_0$. The left side is $-W(R)$, so

$$\Delta E=\frac{c\,W(R)}{\int_R^\infty(P_0P+Q_0Q)\,dr}.$$

The surface term is

$$W(R)=a_0aR^{2\gamma}\left[(q_++bq_-)-q_+(1+b)\right]
=a_0aR^{2\gamma}\,b\,(q_--q_+),$$

and (5) gives $q_--q_+=-2\gamma/\zeta$. As $R\to0$ the admixture of $r^{-\gamma}$ at any fixed $r$ vanishes, so $a\to a_0$ and the overlap integral tends to one. With $c=Z/\zeta$,

$$\Delta E=Za_0^2R^{2\gamma}K,\qquad K=-\frac{2\gamma b}{\zeta^2}. \tag{9}$$

Both energies vanish as $R^{2\gamma}$, but with different coefficients. The limiting ratio $E_1/\Delta E=K_1/K$ contains no radius. This is where the argument under review fails: the absolute error vanishes with $R$, while the relative error does not.

## Values for lead

For $Z=82$, $\zeta=0.59838$ and $\gamma=0.80121$, so $q_+=-0.33221$ and $q_-=-3.01013$. Equation (6) gives

$$K_1=\frac{3\times1.11036}{1.60242\times2.60242\times4.60242}=0.1736 .$$

Numerical integration of (7) for the sphere gives $\eta_s=-0.24900$. Then

$$b=\frac{-0.24900+0.33221}{-3.01013+0.24900}=-0.03014,$$

$$K=\frac{1.60242\times0.03014}{0.59838^2}=0.1349 .$$

The ratio is $K_1/K=1.287$. In the limit of a vanishingly small lead nucleus, first-order theory is still 29% above the full result.

A charged shell allows the same calculation without numerical integration. Its interior potential is constant, $u=1$, and the regular solution is

$$P=\sin\zeta x,\qquad Q=\cos\zeta x-\frac{\sin\zeta x}{\zeta x}.$$

The first interior equation gives this $Q$ as $(dP/dx-P/x)/\zeta$. Differentiating it gives $dQ/dx=-\zeta\sin\zeta x-(\cos\zeta x)/x+(\sin\zeta x)/(\zeta x^2)$, which is $-Q/x-\zeta P$, as the second equation requires. Thus $\eta_s=\cot\zeta-1/\zeta=-0.20439$, and (8) and (9) give $K=0.2039$. The first-order integral is now $1/(2\gamma)-1/(2\gamma+1)$, so

$$K_1=\frac{1+q_+^2}{2\gamma(2\gamma+1)}=0.2663 .$$

The ratio is 1.306. The overestimate depends on the charge shape, though weakly between these two shapes.

## Why a small nucleus does not make the next order small

Multiply the perturbation by a parameter $t$, so that the potential is $V_0+t(V-V_0)$. In (7), $u$ is replaced by $(1-t)/x+tu$, and the solution must start as the regular one for the remaining point charge $(1-t)Z$. There is still no $R$ in the equation. The shift is therefore $Za_0^2R^{2\gamma}K(t)$, with

$$K(t)=K_1t+K_2t^2+\dots$$

near $t=0$. Every coefficient in this expansion multiplies the same power of $R$, so reducing $R$ does not suppress the second order relative to the first.

For the sphere, central differences of $K(t)$ at $t=\pm0.01$ give $K_2=-0.0658$. The sum $K_1+K_2=0.1078$ lies 20% below $K=0.1349$. Second order has the sign needed to reduce the overestimate, but it overshoots. For lead the series does not converge at $t=1$: the starting exponent $\sqrt{1-(1-t)^2\zeta^2}$ has a branch point at $t=1-1/\zeta=-0.67$, and the partial sums through seventh order, 0.174, 0.108, 0.157, 0.113, 0.158, 0.109, 0.165, oscillate without settling.

The small parameter is $\zeta$. For $\zeta\to0$, (5) gives $q_+\to-\zeta/2$ and $q_-\to-2/\zeta$. Dropping $\eta^2$ in (7) leaves $(x^2\eta)'=-\zeta x^2u$, hence

$$\eta_s\to-\zeta\int_0^1\frac{3x^2-x^4}{2}\,dx=-\frac{2\zeta}{5}.$$

Then $b\to(\zeta/2-2\zeta/5)/(-2/\zeta)=-\zeta^2/20$, and $K\to1/10$. Equation (6) gives the same value, $3/(2\cdot3\cdot5)=1/10$. In the small-radius limit the first-order formula thus becomes accurate as $\zeta\to0$. The cause is the small $\zeta$, not the small $R$: at any finite $\zeta$ a relative error remains as $R\to0$. For the sphere, $K_1/K$ is 1.003 at $Z=10$, 1.026 at $Z=30$ and 1.078 at $Z=50$. These are limiting values, and the condition $cR\ll\zeta$ becomes harder to meet as $\zeta$ falls. A direct solution by the method of the next section, for the 1s level at $Z=30$ and $R=7.10\times10^{-5}$ Å, gives a ratio of 1.028.

## Direct solution for the lead ion

The limiting ratio should be compared with a solution at a realistic radius. I take the 1s level of the one-electron lead ion and a root-mean-square charge radius of $5.5\times10^{-5}$ Å, a round model value. For a uniform sphere $\langle r^2\rangle=3R^2/5$, so $R=7.10\times10^{-5}$ Å.

The point-nucleus functions are $P_0=a_0r^\gamma e^{-Zr}$ and $Q_0=q_+P_0$. In (1) their $1/r$ terms reproduce (5). The constant terms in the second equation give $-Zq_+=-E_0/c$, hence $E_0=c^2(\gamma-1)$. Those in the first require $-Z=(E_0+2c^2)q_+/c=c(\gamma+1)q_+$, which holds because $(\gamma+1)q_+=-\zeta$. Normalization fixes

$$a_0^2(1+q_+^2)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)} .$$

The first-order energy (4) is then a one-dimensional quadrature.

For the finite nucleus, equations (1) were integrated numerically with an adaptive Runge–Kutta method, outward from near the centre and inward from large $r$. The energy was adjusted until the two solutions had the same $Q/P$ where they meet. No small-radius approximation enters. The results are:

- point-nucleus energy: $-101581.3$ eV;
- finite-nucleus energy: $-101514.1$ eV;
- direct shift: 67.3 eV (2.473 hartree);
- first-order shift: 87.5 eV (3.215 hartree).

The first-order value is too large by a factor $87.483/67.285=1.300$, or 30% relative to the direct shift. Yet the direct shift is only 0.07% of the binding energy. The size of the shift relative to the binding energy is therefore no measure of the accuracy of (4).

The direct orbitals show where the excess comes from. The ratio of the finite-nucleus density $P^2+Q^2$ to the point-nucleus density is 0.41 at $r=0.1R$, 0.74 at $0.5R$ and 0.89 at the surface. It is below one throughout the interior. Since $P_0P+Q_0Q$ cannot exceed the geometric mean of the two densities, the numerator of (3) is smaller than (4). The weaker attraction draws less of the electron into the region where the perturbation acts, and the first-order formula omits this response. With the geometric mean of the densities the numerator would be 68.9 eV, so the lower density accounts for about 92% of the excess; the remaining 8% comes from the change of $Q/P$ inside the nucleus, which makes $P_0P+Q_0Q$ smaller than the geometric mean.

Reducing the radius tenfold tests the claim about $R\to0$. The direct shift falls to 1.709 eV, a factor of 39. If the relative error fell in the same proportion, less than 1% would remain. The first-order value is 2.201 eV, and the ratio is 1.288, close to the limit 1.287. Between the two radii the direct shift varies on average as $R^{1.595}$, compared with the limiting power $2\gamma=1.602$.

At the original radius, formula (9) gives 68.5 eV, 1.9% above the direct shift. This indicates the size of the terms neglected in the small-radius limit.

## The difference between two radii

The field shift is a difference, and one might hope that the error cancels in it. A common factor does not cancel in a difference. If $E_1=f\,\Delta E$ with nearly constant $f$, the difference is also too large by about $f$.

Take a second rms radius of $5.4\times10^{-5}$ Å. The direct 1s energies for the two radii differ by 1.928 eV (0.0708 hartree). Point-nucleus first-order theory gives 2.522 eV, too large by a factor 1.309. This slightly exceeds the factor 1.300 for the total shift, as it must if $f$ grows with $R$: a change in radius then changes $E_1$ through $f$ as well as through $\Delta E$.

First-order theory can be kept if its starting point is changed. The derivation of (3) holds equally for two finite-nucleus potentials $V_A$ and $V_B$:

$$E_A-E_B=\frac{\int(V_A-V_B)(P_AP_B+Q_AQ_B)\,dr}{\int(P_AP_B+Q_AQ_B)\,dr}. \tag{10}$$

For nearly equal radii the two orbitals are nearly equal inside the nucleus too, so replacing one by the other is justified. With the orbital of the larger nucleus, the expectation value of $V_A-V_B$ is 1.922 eV, 0.3% below the direct difference. The fault therefore lies in the point-nucleus reference, not in first-order theory as such.

## Does the result apply to a valence electron?

The argument might be defended by saying that measured transitions involve outer electrons, whose finite-size energies are far smaller. The derivation gives no support to this defence. A smooth screening potential is finite at the origin and negligible there beside $Z/R$. It changes $a_0^2$, which cancels in $K_1/K$. The same holds for the principal quantum number.

As an illustration, add to the nuclear potential the fixed repulsion

$$V_{\rm scr}(r)=(Z-1)\frac{r+2d}{(r+d)^2},\qquad d=0.2\ \text{Å}.$$

It is finite at $r=0$ and tends to $(Z-1)/r$ at large distance, leaving a net charge of one. Direct integration gives a 6s level at $-27.0$ eV; this is a property of the model, not a prediction for neutral lead. The direct finite-size shift for the larger radius is 0.0232 eV, and the first-order value is 0.0302 eV. The ratio is 1.302, although the shift is about 2900 times smaller than for 1s. For the difference between the two radii, the values are $6.63\times10^{-4}$ eV and $8.70\times10^{-4}$ eV, a ratio of 1.312.

In a real many-electron atom the other electrons also respond to the change of nuclear radius. That response is absent here, so these ratios describe one orbital in a fixed potential. The coefficients $K_1$ and $K$ were derived for s electrons only; other angular symmetries need their own interior solution.

## Recommendation

The point-nucleus estimate should be withdrawn for lead. The levels should be computed with a finite nucleus for each radius, or the potential difference should be averaged over a finite-nucleus orbital. If only the point-nucleus value is available, dividing it by $K_1/K$ removes most of the error: $87.5/1.287=68.0$ eV, 1% above the direct 67.3 eV. For the difference between the two radii the same division gives $2.522/1.287=1.960$ eV, 1.7% above the direct 1.928 eV. This correction assumes a uniform sphere, an s electron and $cR\ll\zeta$.
